Hemisphere overlaps of spherical harmonics from a Wronskian at the equator

**Problem**

Spherical harmonics are orthogonal over the whole sphere, but some pairs cease to be orthogonal over half of it. Let x = cos θ and define the overlap over the upper hemisphere,

H = ∫_0^{2π} dφ ∫_0^{π/2} sin θ dθ Y_lm* Y_l'm.

The harmonics are normalized on the full sphere and carry the Condon–Shortley phase:

Y_lm = N_lm P_l^m(x) e^{imφ}, N_lm² = (2l+1)(l−m)! / [4π(l+m)!],

P_l^m(x) = (−1)^m (1−x²)^{m/2} / (2^l l!) · d^{l+m}/dx^{l+m} (x²−1)^l, m ≥ 0,

and Y_{l,−m} = (−1)^m Y_lm*.

(a) Find H for all l, l' and m.

(b) A linear rigid rotor with distinguishable ends, such as a heteronuclear diatomic molecule, and with moment of inertia I = 1.0×10⁻⁴⁶ kg m² (a round model value) starts in the state (Y_21 + Y_31)/√2. How does the probability of finding its axis in the upper hemisphere change with time, and how fast does probability cross the equator?

Two reductions can be made at once. If the two harmonics had different m, the φ integral of e^{i(m'−m)φ} would vanish, so equal m is the only case of interest. Changing m to −m multiplies the overlap by (−1)^{2m} = 1 and conjugates it. Since H is real, it is unchanged, and we may take m ≥ 0 with l, l' ≥ m.

**First estimate by scaling**

Write Y_lm = p_l(x) e^{imφ}/√(2π), so that ∫_{−1}^{1} p_l² dx = 1 and H = ∫_0^1 p_l p_l' dx. Let α = π/2 − θ be the latitude.

For m much smaller than l, Y_lm is a standing wave along the meridians. Its squared wavenumber on the unit sphere is l(l+1), so the wavenumber is about k = l + 1/2. A circle of latitude has length proportional to cos α. Each travelling part of the wave carries a constant flux through these circles, so p_l² cos α has a constant envelope. Hence √(cos α) p_l is roughly a sine or cosine of constant amplitude a. The norm gives a² · π · 1/2 = 1, or a² = 2/π.

Rodrigues' formula differentiates an even function l+m times, so

P_l^m(−x) = (−1)^{l+m} P_l^m(x).

If l − l' is odd, one function is therefore even about the equator and the other odd. Call their degrees e and o: e+m is even and o+m is odd. Up to sign, with dx = cos α dα, the integrand is

(2/π) cos(k_e α) sin(k_o α) = (1/π) [sin((k_o+k_e)α) + sin((k_o−k_e)α)].

The first term oscillates fast and contributes at order 1/(l+l'). We drop it. With d = |l−l'| odd, the slow term gives

|H| ≈ (1/π) ∫_0^{π/2} sin(dα) dα = (1/π) [1 − cos(dπ/2)]/d = 1/(πd).

This should hold for m ≪ l and d ≪ l + l'. For the rotor d = 1, so |H| ≈ 0.32.

For the time scale, a rotor with angular momentum near 3ħ, the mean of k = 2.5 and k = 3.5, turns at the rate 3ħ/I ≈ 3×10¹² rad/s. Probability should then cross the equator at a peak rate of about 0.32 × 3ħ/I ≈ 1×10¹² per second.

**Exact solution: the Wronskian**

Let u = P_l^m and v = P_l'^m. They obey

[(1−x²)u']' + [l(l+1) − m²/(1−x²)] u = 0,
[(1−x²)v']' + [l'(l'+1) − m²/(1−x²)] v = 0,

where a prime on a function means d/dx. Multiply the second equation by u and the first by v, and subtract. The m² terms cancel because both functions have the same m:

u[(1−x²)v']' − v[(1−x²)u']' = [l(l+1) − l'(l'+1)] uv.

The left side is a total derivative. Differentiating (1−x²)(uv' − vu') produces these two terms plus (1−x²)(u'v' − v'u') = 0. On the right, l² − l'² + l − l' = (l−l')(l+l'+1). Thus

d/dx [(1−x²)(uv' − vu')] = (l−l')(l+l'+1) uv.

Integrate from 0 to 1. At the pole, write u = s a and v = s b, where s = (1−x²)^{m/2} and a, b are polynomials. The terms containing s' cancel, leaving

(1−x²)(uv' − vu') = (1−x²)^{m+1} (ab' − ba'),

which vanishes at x = 1 for every m ≥ 0. Only the lower limit survives:

(l−l')(l+l'+1) ∫_0^1 uv dx = v(0)u'(0) − u(0)v'(0).

Parity now separates three cases.

- For l = l' the identity reads 0 = 0 and says nothing. But |Y_lm|² is even in x and integrates to 1 over the sphere, so H = 1/2.
- For l − l' even and nonzero, both functions are even or both are odd. Either both slopes or both values vanish at x = 0, so H = 0.
- For l − l' odd, the even function has no slope and the odd function no value at the equator. Taking u = P_o^m and v = P_e^m gives

∫_0^1 P_e^m P_o^m dx = P_e^m(0) P_o^m'(0) / [(o−e)(o+e+1)].

**Exact solution: values at the equator**

Expand the power in Rodrigues' formula:

(x²−1)^l = Σ_k C(l,k) (−1)^{l−k} x^{2k}.

Its n-th derivative at x = 0 keeps only the term 2k = n, which gives n! C(l,k)(−1)^{l−k}.

For the value, n = l+m, so k = (l+m)/2 and l−k = (l−m)/2. The factor l! in C(l,k) cancels that in the prefactor:

P_l^m(0) = (−1)^{m+(l−m)/2} (l+m)! / {2^l [(l+m)/2]! [(l−m)/2]!}.

For an even number n, 2^{n/2}(n/2)! = n!!. Splitting 2^l = 2^{(l+m)/2} 2^{(l−m)/2} turns the denominator into (l+m)!!(l−m)!!. With (l+m)! = (l+m)!!(l+m−1)!!,

P_l^m(0) = (−1)^{(l+m)/2} (l+m−1)!! / (l−m)!!, l+m even.

Here 0!! = (−1)!! = 1.

For the slope, the prefactor (1−x²)^{m/2} equals 1 and has zero derivative at x = 0. One more derivative therefore acts on the power alone, and n = l+m+1. Now k = (l+m+1)/2 and l−k = (l−m−1)/2, so the denominator becomes

2^l k! (l−k)! = (l+m+1)!! (l−m−1)!!.

The numerator is (l+m+1)! = (l+m+1)!!(l+m)!!, and the sign exponent is m + (l−m−1)/2 = (l+m−1)/2. Hence

P_l^m'(0) = (−1)^{(l+m−1)/2} (l+m)!! / (l−m−1)!!, l+m odd.

**Exact solution: normalized result**

Multiply the Legendre integral by 2πN_em N_om. Let A_e be the magnitude of p_e at the equator and B_o the magnitude of dp_o/dx there. Since 2πN_lm² = (2l+1)(l−m)!/[2(l+m)!],

A_e² = (2e+1)/2 · (e−m)!/(e+m)! · [(e+m−1)!!/(e−m)!!]².

Splitting each factorial as n! = n!!(n−1)!! and cancelling gives

A_e² = (2e+1)/2 · (e+m−1)!! (e−m−1)!! / [(e+m)!! (e−m)!!].

In the same way,

B_o² = (2o+1)/2 · (o−m)!/(o+m)! · [(o+m)!!/(o−m−1)!!]²
= (2o+1)/2 · (o+m)!! (o−m)!! / [(o+m−1)!! (o−m−1)!!].

The two equatorial signs multiply to (−1)^{(e+m)/2+(o+m−1)/2} = (−1)^{m+(e+o−1)/2}. The answer to (a) for odd l − l' is

H = (−1)^{m+(e+o−1)/2} A_e B_o / [(o−e)(o+e+1)].

The denominator is negative when o < e, and this sign must be kept. For l = 0, l' = 1, m = 0 we have A_0² = 1/2 and B_1² = 3/2, so H = (√3/2)/2 = √3/4 = 0.4330.

**The rotor**

For l = 2, l' = 3, m = 1 the even function has e = 3 and the odd one o = 2. The closed forms give P_3^1(0) = 3/2 and P_2^1'(0) = −3, while (o−e)(o+e+1) = −6. The Legendre integral is (3/2)(−3)/(−6) = 3/4. Further,

A_3² = (7/2)(3·1)/(8·2) = 0.65625,
B_2² = (5/2)(3·1)/(2·1) = 3.75.

The sign factor is (−1)^{1+2} = −1, and the negative denominator makes H positive:

H = √(0.65625 × 3.75)/6 = 0.2615.

The energies are E_l = ħ²l(l+1)/(2I), so the relative phase advances at

Ω = (E_3 − E_2)/ħ = ħ(12−6)/(2I) = 3ħ/I = 3.164×10¹² rad/s,

with period 2π/Ω = 1.986 ps. In the upper hemisphere each squared term contributes (1/2)(1/2), and the two cross terms together contribute H cos Ωt:

P_up(t) = 1/2 + H cos Ωt.

The probability starts at 0.761, passes 1/2 after a quarter period and reaches 0.239 after half a period. A different initial relative phase shifts this oscillation in time. The oscillation needs distinguishable ends. For a molecule with identical nuclei, even and odd l belong to orthogonal nuclear-spin states, or one parity is missing, so the cross term vanishes and P_up stays at 1/2.

The Wronskian has a direct meaning here. The Schrödinger equation gives ∂|ψ|²/∂t = −(ħ/I) Im(ψ*∇²ψ), which is minus the divergence of J = (ħ/I) Im(ψ*∇ψ). Probability leaves the upper hemisphere through the equator, in the direction of increasing θ:

dP_up/dt = −∮ J_θ dφ.

At θ = π/2, ∂/∂θ = −d/dx. There Y_21 has only a slope and Y_31 only a value, so

Im(ψ*∂_θψ) = −[1/(4π)] p_3(0) p_2'(0) sin Ωt.

The factor 1/(4π) combines 1/2 from the superposition with 1/(2π) from the azimuthal norm. Integration over φ gives

dP_up/dt = [ħ/(2I)] p_3(0) p_2'(0) sin Ωt = −[ħ/(2I)] A_3 B_2 sin Ωt,

because the value and slope have opposite signs. Since H = A_3B_2/6 and Ω = 3ħ/I, this equals −HΩ sin Ωt, the derivative of P_up. The product of value and slope that fixes the overlap thus also sets the amplitude of the current through the cut. Its peak magnitude is HΩ = 8.27×10¹¹ per second. The numerical output shows the same rate computed from the wave function at the equator.

**Comparison of estimate and exact result**

For the rotor the estimate 1/π = 0.318 is 22% above the exact 0.2615, and the peak rate is overestimated by the same fraction. The frequency estimate 3ħ/I equals the exact value because l(l+1) = k² − 1/4. The beat frequency is therefore ħ/I times the mean of the two k times their difference d, and here d = 1.

To see where the error in H comes from, take the exact formula at large degree. For even n, Stirling's formula gives

(n−1)!!/n!! = n!/[2^n ((n/2)!)²] ≈ √[2/(πn)].

For odd n, n!!/(n−1)!! = n · (n−2)!!/(n−1)!! ≈ √(2n/π). The next factor in Stirling's formula, 1 + 1/(12n) for n!, multiplies the even-n ratio by (1 + 1/(12n))/(1 + 1/(6n))² ≈ 1 − 1/(4n), which amounts to replacing n by n + 1/2 under the root. For odd n this gives n√[2/(π(n−1/2))] ≈ √[2(n+1/2)/π], the same replacement. Hence, when the degree is large and also far above m, A_e² ≈ (2/π)(e+1/2)/√[(e+1/2)² − m²] and B_o² ≈ (2/π)(o+1/2)√[(o+1/2)² − m²]. With m fixed, A_e² ≈ 2/π and B_o² ≈ (2/π)(o+1/2)², with relative corrections of second order in the inverse degree. Therefore

|H| ≈ (2/π)(o+1/2) / |(o−e)(o+e+1)|.

If e and o are close compared with their size, o+1/2 is nearly half of o+e+1, and 1/(πd) returns. The refined form also remembers which function supplies the slope. The magnitudes compare as follows, in the order exact, 1/(πd), refined:

- l=0, l'=1, m=0: 0.433, 0.318, 0.477
- l=1, l'=2, m=0: 0.242, 0.318, 0.239
- l=0, l'=3, m=0: 0.165, 0.106, 0.186
- l=2, l'=3, m=1: 0.261, 0.318, 0.265

In the rotor the slope belongs to the lower degree, which reduces H. The refined form includes this and is 1.5% too high. For the s–p_z pair, l = 0 and l' = 1, the slope belongs to the higher degree and H exceeds 1/π.

The condition m ≪ l is sufficient but stronger than needed. With k_e = e + 1/2 and k_o = o + 1/2 close together, the forms above that keep m give πd|H| ≈ [(k_o² − m²)/(k_e² − m²)]^{1/4}, which tends to 1 whenever l − m is large compared with d. For l = 200, l' = 201 and m = 180 it is 1.013. The estimate 1/(πd) fails when l − m is small. Take the extreme case l = m and l' = m+1, so that e = m and o = m+1. With g = (2m−1)!!/(2m)!!, the exact formula becomes

H = (2m+1) √(2m+3) g / [4(m+1)].

It gives 0.419 for m = 1 and 0.413 for m = 2. At large m, g ≈ 1/√(πm), and H tends to 1/√(2π) = 0.399 instead of 1/π. The meridional standing wave is the wrong picture here: |P_m^m| is proportional to cos^m α ≈ exp(−mα²/2), a narrow belt around the equator. The pair then resembles the two lowest states of a harmonic oscillator, whose overlap on a half-line is ∫_0^∞ √(2/π) y exp(−y²) dy = 1/√(2π).

**Distant degrees and the edge of the hemisphere**

The opposite limit, l' much larger than l, shows what the cut does. Set Y_lm to zero in the lower hemisphere and expand the result in the Y_l'm. The coefficients are the overlaps H, and the remaining norm is 1/2, so Σ_l' H² = 1/2. The term l' = l supplies 1/4. The opposite-parity partners must supply the other 1/4.

If l is of type e, the function jumps at the equator and H² ≈ (2/π)A_e²/(o+1/2)². If l is of type o, it has only a kink and H² ≈ (2/π)B_o²/(e+1/2)⁴. Partners are spaced by 2, so a sum over omitted terms is about half an integral. If L is the last partner kept, the integral starts at L + 3/2, midway between the last kept and first omitted values of l' + 1/2. The missing parts are

A_e² / [π(L+3/2)] and B_o² / [3π(L+3/2)³].

For m = 1 and l = 3, partners up to 400 leave 5.203×10⁻⁴ missing, in agreement with the first law to four digits. For l = 2, partners up to 401 leave 6.10×10⁻⁹, as the second law predicts. An expansion of a hemisphere function therefore converges slowly when the function does not vanish at the edge.

The closed result depends on the cut being at the equator. For a cut at x = c the Wronskian identity still holds for l ≠ l', with the right side evaluated at c and multiplied by 1−c². Parity then no longer removes either term, same-parity overlaps generally survive, and the case l = l' needs a separate integral.

Numbers as computed

```
Largest matrix error, all l <= 6 (dimensionless): 1.3e-15
Number of harmonics in that matrix: 49
Selected overlaps H (dimensionless), formula and quadrature:
  l=0 l'=1 m=0: 0.433013 0.433013
  l=1 l'=2 m=0: 0.242061 0.242061
  l=0 l'=3 m=0: -0.165359 -0.165359
  l=1 l'=2 m=1: 0.419263 0.419263
  l=2 l'=3 m=1: 0.261456 0.261456
  l=2 l'=3 m=2: 0.413399 0.413399
Example l=2, l'=3, m=1 (dimensionless):
  P_3^1 at equator: 3/2
  slope of P_2^1 at equator: -3
  Legendre integral from Wronskian: 3/4
  Legendre integral by quadrature: 0.750000
  A_3 squared: 0.656250
  B_2 squared: 3.750000
  H: 0.261456
Completeness sums for m=1 (dimensionless, limit 1/4):
  row l=3, partners to 400: 0.24947970
  missing part: 5.2030e-04, tail law: 5.2028e-04
  row l=2, partners to 401: 0.2499999939
  missing part: 6.1021e-09, tail law: 6.1019e-09
Rigid rotor:
  moment of inertia: 1.0e-46 kg m^2
  hbar: 1.054572e-34 J s
  E_2: 3.33637e-22 J
  E_3: 6.67273e-22 J
  angular frequency: 3.16372e+12 rad/s
  period: 1.98601e-12 s = 1.9860 ps
  upper probability at t=0: 0.761456
  upper probability at t=T/4: 0.500000
  upper probability at t=T/2: 0.238544
  rate at T/4, -H*Omega: -8.27173e+11 1/s
  rate at T/4, equatorial current: -8.27173e+11 1/s
```
